# Dissociative attachment as on-shell capture times survival along the bond, part 2

An electron attaches to a molecule and forms an anion that is repulsive along one bond. The anion dissociates or re-emits the electron. The problem is when the attachment cross section $\sigma_{\rm DEA}$ can be written as capture times survival.

Formulas are in Hartree atomic units, $\hbar=m_e=1$. The bond length is $R$, the reduced mass $\mu$, and $T=-(1/2\mu)\,d^2/dR^2$. The neutral curve $V_0$ has the real ground state $\chi_0$ of energy $E_0$. The anion curve $V_d$ has the gap $\Delta=V_d-V_0$ and the local width $\Gamma(R)$, which vanishes beyond the crossing $R_c$, where $\Delta=0$. The electron energy is $\epsilon=k^2/2$, and $E=\epsilon+E_0$. One angular-momentum component of the electron wave couples to the anion. The outgoing nuclear amplitude $\xi$ obeys

$$
\left(E-T-V_d+\frac{i}{2}\Gamma\right)\xi=g,\qquad
g=\sqrt{\frac{\Gamma}{2\pi}}\;\chi_0 . \tag{5}
$$

The source uses the width at the local gap, not at $\epsilon$. For the real energy-normalized wave $\phi_E$ on $V_d$ without a width,

$$
\int\phi_E\,\Delta\,\chi_0\,dR
=\int\phi_E\big[(T+V_d)-(T+V_0)\big]\chi_0\,dR
=\epsilon\int\phi_E\,\chi_0\,dR. \tag{6}
$$

With the outgoing nuclear flux $J$, $\sigma_{\rm DEA}=(2\pi^2/k^2)J$ and

$$
-2\,{\rm Im}\int g\,\xi\,dR=J+\int\Gamma|\xi|^2dR . \tag{8}
$$

The last term is detachment; the left side times $2\pi^2/k^2$ is the full formation cross section $\sigma_{\rm form}$.

The regular solution $u$ of (5) without source has a complex asymptotic phase $\delta$ and gives, exactly within (5),

$$
\sigma_{\rm DEA}=\frac{2\pi^2}{k^2}
\left|\int u\sqrt\Gamma\,\chi_0\,dR\right|^2e^{-2\,{\rm Im}\,\delta}. \tag{13}
$$

To first order in the width,

$$
2\,{\rm Im}\,\delta\simeq\pi\int\Gamma\,\phi_E^2\,dR . \tag{15}
$$

The first-order law multiplies $e^{-2\,{\rm Im}\,\delta}$, so approximated, by on-shell capture $\sigma_{\rm cap}$, which is (13) with $u\to\phi_E$ and no exponential. Its relative error is quadratic in the damping width.

With the turning point $V_d(R_t)=E$ and the speed $v=\sqrt{2(E-V_d)/\mu}$, the semiclassical results are

$$
\phi_E\simeq\sqrt{\frac{2}{\pi v}}\,
\sin\left(\int_{R_t}^R\mu v\,dR'+\frac\pi4\right), \tag{18}
$$

$$
\sigma_{\rm DEA}\simeq\sigma_{\rm cap}\,S,\qquad
S=\exp\left[-\int_{R_t}^{R_c}\frac{\Gamma(R)}{v(R)}\,dR\right]. \tag{20}
$$

In ordinary units the exponent is divided by $\hbar$.

### Why the integral starts at the turning point

The neutral bond has a distribution of lengths, and capture may occur at some $R_0>R_t$. An anion formed there can move outward at once, or first inward to $R_t$ and then outward. Write

$$
I=\int_{R_t}^{R_c}\frac{\Gamma}{v}\,dR,\qquad
y=\int_{R_t}^{R_0}\frac{\Gamma}{v}\,dR .
$$

The direct path has the exponent $I-y$. The inward path crosses the inner stretch twice and has the exponent $I+y$. The two paths lead to the same final state, so their amplitudes add.

The damped wave shows the result. Its local momentum is $\sqrt{2\mu(E-V_d+i\Gamma/2)}\simeq\mu v+i\Gamma/(2v)$. The phase in (18) thus acquires the imaginary part $y/2$ at $R_0$. Let $\alpha$ be its real part, including $\pi/4$. The squared amplitude for capture at $R_0$ is then proportional to

$$
e^{-I}\left|\sin\left(\alpha+\frac{iy}{2}\right)\right|^2
=e^{-I}\left(\sin^2\alpha+\sinh^2\frac y2\right). \tag{21}
$$

For small $y$ the correction to $\sin^2\alpha$ is of second order. The common factor is $e^{-I}$, which belongs to the path from the turning point and is the geometric mean of the two survival probabilities.

### A simple estimate of capture

Near $R_t$ let the anion potential be linear, $V_d\simeq E-F(R-R_t)$ with $F=|V_d'(R_t)|$. The wave is then an Airy function,

$$
\phi_E=C\,{\rm Ai}\left(-\frac{R-R_t}{\ell}\right),\qquad
\ell=(2\mu F)^{-1/3}. \tag{22}
$$

For large $x=(R-R_t)/\ell$, the squared amplitude of ${\rm Ai}(-x)$ is $1/(\pi\sqrt x)$. Equation (18) requires $C^2/(\pi\sqrt x)=2/(\pi v)$ with $v=\sqrt{2F\ell x/\mu}$. This gives $C^2=\sqrt{2\mu/(F\ell)}$. Inserting $2\mu=1/(F\ell^3)$ gives $C=1/(\ell\sqrt F)$.

The integral of the Airy function over the whole line is 1, hence $\int\phi_E\,dR=C\ell=1/\sqrt F$. If $\sqrt\Gamma\chi_0$ is smooth over the length $\ell$, it can be taken out of the overlap at $R_t$:

$$
\sigma_{\rm cap}\simeq\frac{2\pi^2}{k^2}\,
\frac{\Gamma(R_t)\,\chi_0^2(R_t)}{|V_d'(R_t)|}. \tag{23}
$$

This is the reflection estimate. The distribution of neutral bond lengths is mapped onto electron energies by the repulsive curve.

### On-shell capture and full formation

The product (20) does not hold if $\sigma_{\rm cap}$ is replaced by $\sigma_{\rm form}$. The difference can be derived for a width that is constant in the damping term. The waves $\phi_{E'}$ of the repulsive curve form a complete set, and (5) gives

$$
-2\,{\rm Im}\int g\,\xi\,dR
=\int dE'\left|\int\phi_{E'}\sqrt\Gamma\,\chi_0\,dR\right|^2
\frac{\Gamma/2\pi}{(E-E')^2+\Gamma^2/4}. \tag{24}
$$

The numerator follows from $2\cdot(1/2\pi)\cdot(\Gamma/2)$. The Lorentzian has unit area, so full formation is the on-shell spectrum smoothed over the resonance width.

At the maximum of the spectrum this smoothing is a small correction when $\Gamma$ is much less than the spectral width. In the wings the on-shell spectrum falls rapidly, whereas the Lorentzian falls only as the inverse square of the energy mismatch. Most of the formation there can be off-shell. By (8), whatever does not dissociate detaches. The dissociating fraction of all anions formed is then much smaller than $S$, even though (20) can still describe the attachment cross section.

### Example: the O–H bond of water

Water has an attachment resonance near 6 to 7 eV that yields $\mathrm{H^-}+\mathrm{OH}$. One O–H bond is modelled by

$$
\begin{aligned}
V_0&=D\left[1-e^{-a(R-R_e)}\right]^2,\qquad
V_d=D-A+B\,e^{-\beta(R-R_e)},\\
\Gamma&=\Gamma_e\left[\frac{\Delta(R)}{\Delta(R_e)}\right]^{3/2}
\quad\text{for }\Delta>0 .
\end{aligned}\tag{25}
$$

The power $3/2$ is the threshold law for an emitted electron with $l=1$; its use over the whole range of gaps is a model choice. The rough inputs are $\mu=0.9516$ u, $R_e=0.096$ nm, $D=5.5$ eV, $a=22\ \mathrm{nm^{-1}}$, $A=0.75$ eV, $B=2.2$ eV, $\beta=25\ \mathrm{nm^{-1}}$ and $\Gamma_e=10$ meV. The vertical gap at $R_e$ is $5.5-0.75+2.2=6.95$ eV.

The computed attachment spectrum peaks near $\epsilon=6.79$ eV and has a full width at half maximum of about 0.98 eV. The values 6.78 and 0.94 eV in the output are read off a grid of 0.02 eV without interpolation. The numbers below are evaluated at the grid point $\epsilon=6.78$ eV, which is called the peak. With the zero-point energy of 0.24 eV, the total energy at the peak is $E=7.02$ eV. The turning point follows from $V_d(R_t)=E$:

$$
R_t=0.096\ \mathrm{nm}
-\frac{1}{25\ \mathrm{nm^{-1}}}\ln\frac{7.019-4.75}{2.2}
=0.0948\ \mathrm{nm}.
$$

The crossing on the outward path lies at 0.223 nm, and the fragments reach it after 8.5 fs. The width at $R_t$ is 10.14 meV. If it stayed constant, the exponent would be

$$
\frac{10.14\ \mathrm{meV}\times8.508\ \mathrm{fs}}{658\ \mathrm{meV\,fs}}=0.131 .
$$

The integral in (20) gives 0.0571, less than half of this, because the width falls as the gap closes. The survival and the cross section are

$$
S=e^{-0.0571}=0.9445,\qquad
\sigma_{\rm cap}S=10.43\times10^{-18}\times0.9445
=9.85\times10^{-18}\ \mathrm{cm^2}.
$$

A direct solution of (5) also gives $9.85\times10^{-18}\ \mathrm{cm^2}$. The fragments separate with a kinetic energy of $7.02-4.75=2.27$ eV.

The reflection estimate (23) gives $10.96\times10^{-18}\ \mathrm{cm^2}$, which is 5% above $\sigma_{\rm cap}$. Its smoothness condition is not well met. The slope at $R_t$ is 57 eV/nm, so (22) gives $\ell\approx0.007$ nm. In the harmonic approximation the standard deviation of the neutral bond length, $(4\mu E_0)^{-1/2}$ in atomic units, is also about 0.007 nm. The agreement at the peak does not carry over to the flanks of the spectrum: 0.5 eV to either side, the estimate is off by about 50%.

### Tests of the derivation

The factorization (13) was tested against direct solutions of (5) at the peak and 0.5 eV to either side, for widths of 10 and 100 meV at $R_e$. The largest relative difference was $3.9\times10^{-5}$. At the peak, the exponent from the complex phase is 0.0570, the same as from (15). When the damping width was doubled from 20 to 40 meV with the source unchanged, the logarithmic error of the first-order law grew by a factor of 3.99, in agreement with its quadratic order. Doubling the mass at fixed energy and curves raised the exponent by a factor of 1.415, close to $\sqrt2$.

The starting point matters more above the peak. At 0.5 eV higher electron energy, the complex phase gives 0.0600 and the integral from $R_t$ gives 0.0601. An integral started at $R_e$ gives 0.0338, which is 44% too small.

With a tenfold width, capture grows tenfold but survival falls to 0.565. The product is $59.0\times10^{-18}\ \mathrm{cm^2}$, while the driven equation gives $59.4\times10^{-18}\ \mathrm{cm^2}$. The cross section has grown about sixfold.

This increase cannot be continued indefinitely. If all widths are scaled together, (20) has the form $\lambda e^{-0.0571\lambda}$, with a maximum at $\lambda=17.5$. The area available to the single coupled component at the peak is $\pi/k^2=1.77\times10^{-16}\ \mathrm{cm^2}$, and on-shell capture at $\lambda=1$ takes 5.9% of it. At the formal maximum it would take slightly more than all of it. The capture factor can then no longer be read as a probability. The product nevertheless stays close to the driven equation: at $\lambda=17.5$ it gives $67.2\times10^{-18}\ \mathrm{cm^2}$ against $68.8\times10^{-18}\ \mathrm{cm^2}$, and the solution of (5) has its maximum at $\lambda=18.4$, with a dissociation probability near 0.39. The maximum is thus a feature of the local model. Whether a real resonance of such width follows it depends on the local approximation, which is not tested here.

The distinction between on-shell capture and full formation is visible in the ratio $(\sigma_{\rm DEA}/\sigma_{\rm form})/S$, with $S$ taken from the complex phase. At the peak it is 1.01 for the 10 meV width and 1.10 for 100 meV. At 5.4 eV, in the low-energy wing, it is 0.47 and 0.08. The smoothing in (24) accounts for the direction of both changes: it lowers formation at the maximum and raises it in the wing.

### What the model omits

At 300 K the Boltzmann factor of the first excited stretching level is $1.7\times10^{-8}$, and that of a bending quantum of roughly 0.2 eV is $4\times10^{-4}$. Thermal vibration should thus be a minor correction near the peak. In the low-energy wing a vibrationally excited molecule can attach electrons much more readily than one in the ground state, so small populations alone do not settle the question there.

The local width is least trustworthy near the crossing, where the emitted electron is slow and the gap closes. The region where the gap is below 0.46 eV, one stretching quantum, supplies 0.2% of the exponent. At the peak, detachment at a gap below $E-D=1.52$ eV leaves the neutral above its dissociation limit, so that the bond breaks into H and OH; this stretch supplies about 2% of the exponent. Using the width at the electron energy for the entry step leaves peak capture unchanged to within $5\times10^{-4}$, consistent with (6).

The interaction between $\mathrm{H^-}$ and the OH dipole is also omitted. For a point dipole aligned with the ion it would be an attraction of about 1 eV at the crossing. In water, however, the ion leaves at about 104.5° to the remaining O–H bond, and until OH rotates the same formula gives a repulsion of about 0.25 eV. At so short a distance the formula is itself rough. The region where the gap is below 1 eV supplies 0.9% of the exponent, but this measures only the part of the path that an earlier crossing would remove. The interaction also changes the gap, the width and the speed along the rest of the path; these effects are not included.

For the real molecule in the gas phase, the peak lies at roughly 6.5 eV and the cross section is several $10^{-18}\ \mathrm{cm^2}$. The model has the same order of magnitude, but its curves and its width are rough inputs, so this is not a prediction. It holds one O–H bond fixed and omits bending and the higher resonances; the resulting errors have not been sized. In a resist film the surroundings also polarize. A cavity of radius $\rho=0.25$ nm in a medium of relative permittivity $\epsilon_r=2.5$, both rough values, lowers the anion curve by $(1-1/\epsilon_r)/(2\rho)$ in atomic units, or 1.73 eV. If the neutral curve and the electron's energy zero stay fixed, the resonance moves down by about this amount. On the same classical trajectory the gap and the width are smaller, and $S$ rises from 0.94 to 0.97. For these inputs the film lowers the resonance energy by about a quarter but raises the survival by only about 3%. The cavity formula treats the anion as a compact charge, whereas this resonance of water holds two electrons in a diffuse orbital. The shift is therefore an illustration, not a prediction for a real film. Capture in the film was not recalculated, so the gas-phase cross section should not be used there as a radical yield.

The numerical output follows below.

## Numbers as computed

```
reduced mass: 0.9516 u
neutral equilibrium length: 0.096 nm
neutral well depth: 5.5 eV
Morse range parameter: 22 1/nm
fragment electron affinity: 0.75 eV
anion repulsion at equilibrium: 2.2 eV
anion range parameter: 25 1/nm
width at equilibrium: 10 meV
vertical gap at equilibrium: 6.95 eV
zero-point energy: 0.2391 eV
stretch quantum: 0.4623 eV
DEA peak electron energy: 6.78 eV
DEA peak full width at half maximum: 0.94 eV
total energy at peak: 7.019 eV
turning point: 0.09476 nm
crossing point: 0.2226 nm
width at turning point: 10.14 meV
time from turning point to crossing: 8.508 fs
survival exponent, trajectory: 0.05708
survival exponent, complex phase: 0.05702
survival exponent, first order: 0.05702
survival probability: 0.9445
on-shell capture: 10.43 1e-18 cm2
capture, reflection estimate: 10.96 1e-18 cm2
capture times survival: 9.853 1e-18 cm2
DEA from driven equation: 9.854 1e-18 cm2
kinetic energy release: 2.269 eV
tenfold width: survival: 0.5651
tenfold width: product: 58.95 1e-18 cm2
tenfold width: driven DEA: 59.4 1e-18 cm2
worst factorization error: 3.9e-05
worst flux-balance error: 1.1e-13
error growth on doubling width: 3.99
exponent ratio on doubling mass: 1.415
peak+0.5 eV exponent, complex phase: 0.06003
peak+0.5 eV exponent from turning point: 0.06008
peak+0.5 eV exponent from equilibrium: 0.03377
wing electron energy: 5.4 eV
DEA/formation over S, peak, width x1: 1.01
DEA/formation over S, wing, width x1: 0.4657
DEA/formation over S, peak, width x10: 1.105
DEA/formation over S, wing, width x10: 0.08049
temperature: 300 K
stretch Boltzmann factor: 1.7e-08
bend Boltzmann factor (rough 0.2 eV quantum): 0.00044
exponent share with gap below one quantum: 0.0018
charge-dipole energy at crossing: 1 eV
exponent share with gap below that energy: 0.0093
capture ratio, entry width at electron energy: 1
film cavity radius: 0.25 nm
film relative permittivity: 2.5
film polarization shift: 1.73 eV
survival with film shift: 0.9693
```
